**Shielding and indirect coupling of HD as energy derivatives**

For a nondegenerate electronic ground state, the program tests that the second-order effective nuclear-spin Hamiltonian is the quadratic form of the classical electronic energy E(B, m_H, m_D) with spin operators put in place of the moments. Here B is the magnetic field, m_K is a nuclear moment, σ_K = ∂²E/∂m_K∂B is the shielding tensor and K_HD = ∂²E/∂m_H∂m_D is the reduced coupling tensor. The system is HD at 1.4 bohr, treated by full CI in cc-pVDZ. The program asserts that finite-difference derivatives of the lowest eigenvalue agree with sums over states to a relative 10⁻⁴, and that the first-order terms vanish in the ground state but not in the lowest triplet. It also builds the complete electron–nuclear Hamiltonian, extracts the canonical effective Hamiltonian from its six lowest states, and asserts agreement with the derivatives within 0.5 %; the output shows relative differences of about 4 × 10⁻⁵. Halving enlarged fields and moments reduces the remainder by a factor of 8.0, as expected for third order. With the gauge origin at the bond centre, the isotropic values are σ_H = 26.4 ppm and J_HD = 46.8 Hz. An off-centre origin changes σ_H to 25.9 ppm, which shows the incompleteness of the basis.

## Verification by program

```python
"""
Result under test: for a nondegenerate electronic ground state, the effective
nuclear-spin Hamiltonian through second order is
    H_eff = E0 + bare nuclear terms + (1/2) sum_ij (d2E/dX_i dX_j) X_i X_j ,
where E(X) is the lowest electronic energy for classical X, and in H_eff the
moments in X are spin operators.  X = (B, x_H, x_D): B is the magnetic field and
x_K = alpha^2 m_K the scaled moment of nucleus K.  Hence
    shielding        sigma_K = alpha^2 d2E/dx_K dB   (first index: moment),
    reduced coupling K_HD    = alpha^4 d2E/dx_H dx_D.
Electronic Hamiltonian: H0 + sum_i X_i V_i + (1/2) sum_ij X_i X_j Q_ij.
The part of Q quadratic in one point moment diverges; it is left out everywhere
and has no influence on sigma or K_HD.
System: HD, full CI in cc-pVDZ.  SI-based Hartree atomic units.
"""
import numpy as np
from scipy.linalg import lu_factor, lu_solve
from scipy.constants import physical_constants as pc
from pyscf import gto, scf, fci, dft

alpha = pc['fine-structure constant'][0]
g_e = abs(pc['electron g factor'][0])
hartree_hz = pc['hartree-hertz relationship'][0]
mu_N = 0.5 / pc['proton-electron mass ratio'][0]
gamma_H = pc['proton g factor'][0] * mu_N
gamma_D = pc['deuteron g factor'][0] * mu_N

# ---------- molecule, orthonormal orbitals, quadrature grid ----------
R = 1.4
nuclei = np.array([[0.0, 0.0, -R / 2], [0.0, 0.0, R / 2]])
mol = gto.M(atom=[['H', tuple(map(float, c))] for c in nuclei], unit='Bohr',
            basis='cc-pvdz', verbose=0)
s_val, s_vec = np.linalg.eigh(mol.intor('int1e_ovlp'))
orb = s_vec / np.sqrt(s_val)
n_orb = orb.shape[1]
grid = dft.gen_grid.Grids(mol)
grid.atom_grid = {'H': (120, 434)}
grid.prune = None
grid.build()
points, weights = grid.coords, grid.weights
ao = mol.eval_gto('GTOval_sph_deriv1', points)
phi = ao[0] @ orb
grad = np.array([ao[c] @ orb for c in (1, 2, 3)])
phi_nuc = mol.eval_gto('GTOval_sph', nuclei) @ orb


def integral(f):
    """Matrix of the multiplicative operator f(r)."""
    return phi.T @ ((weights * f)[:, None] * phi)


# ---------- two-electron full CI space ----------
n_so = 2 * n_orb
pairs = [(p, q) for p in range(n_so) for q in range(p + 1, n_so)]
antis = np.zeros((n_so**2, len(pairs)))
for col, (p, q) in enumerate(pairs):
    antis[p * n_so + q, col] = np.sqrt(0.5)
    antis[q * n_so + p, col] = -np.sqrt(0.5)
one2, one_so = np.eye(2), np.eye(n_so)


def lift(one_electron):
    """Sum over both electrons of a spin-orbital operator."""
    return 2 * antis.T @ (np.kron(one_electron, one_so) @ antis)


h_core = orb.T @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ orb
eri = mol.intor('int2e').reshape((n_orb,) * 4)
eri = np.einsum('ijkl,ip,jr,kq,lu->prqu', eri, orb, orb, orb, orb, optimize=True)
repulsion = np.einsum('ab,cd,prqu->apcqbrdu', one2, one2, eri)
H0 = lift(np.kron(one2, h_core)) + antis.T @ repulsion.reshape(n_so**2, -1) @ antis
levels, states = np.linalg.eigh(H0)
levels = levels + mol.energy_nuc()
excitation = levels - levels[0]
n_el = len(levels)
mf = scf.RHF(mol).run()
assert abs(fci.FCI(mf).kernel()[0] - levels[0]) < 1e-7
assert excitation[1] > 0.1                      # nondegenerate ground state


def in_eigenbasis(one_electron):
    return states.T @ lift(one_electron) @ states


# ---------- magnetic field operator of each nuclear moment ----------
axes = np.eye(3)
nuclear_field = np.zeros((2, 3, 3, n_orb, n_orb))
for k in range(2):
    r = points - nuclei[k]
    d = np.linalg.norm(r, axis=1)
    contact = np.outer(phi_nuc[k], phi_nuc[k])
    for a in range(3):
        for c in range(3):
            dipolar = (3 * r[:, a] * r[:, c] - (a == c) * d**2) / d**5
            nuclear_field[k, a, c] = integral(dipolar) + (a == c) * 8 * np.pi / 3 * contact

# curl of (e_a x r/r^3) equals grad grad (1/r) + 4 pi delta: analytic integrals
field_error = 0.0
shift = 1e-3
for a, c in ((0, 0), (2, 2), (0, 2)):
    second = 0.0
    for sa in (1, -1):
        for sc in (1, -1):
            centre = nuclei[0] + shift * (sa * axes[a] + sc * axes[c])
            with mol.with_rinv_origin(centre):
                second = second + sa * sc * mol.intor('int1e_rinv')
    second = orb.T @ second @ orb / (4 * shift**2)
    expected = second + (a == c) * 4 * np.pi * np.outer(phi_nuc[0], phi_nuc[0])
    diff = np.abs(nuclear_field[0, a, c] - expected).max()
    field_error = max(field_error, diff / np.abs(nuclear_field[0]).max())
assert field_error < 1e-3

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
V_spin = []
for i in range(9):
    op = np.zeros((n_so, n_so), complex)
    for c in range(3):
        b = (i == c) * np.eye(n_orb) if i < 3 else nuclear_field[i // 3 - 1, i % 3, c]
        op += np.kron(0.5 * g_e * 0.5 * pauli[c], b)
    V_spin.append(in_eigenbasis(op))
V_spin = np.array(V_spin)


def orbital_terms(origin):
    """Orbital part of V_i and the matrices Q_ij for a given gauge origin."""
    A = [0.5 * np.cross(e, points - origin) for e in axes]
    for k in range(2):
        r = points - nuclei[k]
        A += [np.cross(e, r) / np.linalg.norm(r, axis=1)[:, None]**3 for e in axes]
    V = np.zeros((9, n_el, n_el), complex)
    Q = np.zeros((9, 9, n_el, n_el))
    for i in range(9):
        a_grad = sum(A[i][:, c, None] * grad[c] for c in range(3))
        P = phi.T @ (weights[:, None] * a_grad)
        assert np.abs(P + P.T).max() < 1e-4     # A.p is Hermitian (quadrature error)
        V[i] = in_eigenbasis(np.kron(one2, -0.5j * (P - P.T)))
        for j in range(i, 9):
            if i >= 3 and i // 3 == j // 3:
                continue                        # divergent one-nucleus term
            f = np.einsum('gc,gc->g', A[i], A[j])
            Q[i, j] = Q[j, i] = in_eigenbasis(np.kron(one2, integral(f)))
    return V, Q


def energy_hessian(V, Q, step=2.5e-4):
    """Second derivatives of the lowest eigenvalue by finite differences."""
    def lowest(X):
        H = np.diag(excitation) + np.tensordot(X, V, 1)
        H = H + 0.5 * np.tensordot(np.outer(X, X), Q, 2)
        return np.linalg.eigvalsh(H)[0]
    hess = np.zeros((9, 9))
    for i in range(9):
        for j in range(i, 9):
            total = 0.0
            for si in (1, -1):
                for sj in (1, -1):
                    X = np.zeros(9)
                    X[i] += si * step
                    X[j] += sj * step
                    total += si * sj * lowest(X)
            hess[i, j] = hess[j, i] = total / (4 * step**2)
    return hess


def state_sum(V):
    """M_ij = sum_n <0|V_i|n><n|V_j|0>/(E_n-E_0)."""
    row = V[:, 0, 1:]
    return (row / excitation[1:]) @ row.conj().T


def compare(hess, V, Q):
    """Largest relative error of the state-sum formula in the two mixed blocks."""
    formula = Q[:, :, 0, 0] - 2 * state_sum(V).real
    blocks = [(slice(3, 9), slice(0, 3)), (slice(3, 6), slice(6, 9))]
    return [np.abs(hess[b] - formula[b]).max() / np.abs(hess[b]).max() for b in blocks]


V_orb, Q_mid = orbital_terms(np.zeros(3))
V_mid = V_orb + V_spin
hess_mid = energy_hessian(V_mid, Q_mid)
off_origin = np.array([0.6, -0.4, 0.3])
V_off, Q_off = orbital_terms(off_origin)
V_off = V_off + V_spin
hess_off = energy_hessian(V_off, Q_off)
errors_mid = compare(hess_mid, V_mid, Q_mid)
errors_off = compare(hess_off, V_off, Q_off)
assert max(errors_mid + errors_off) < 1e-4

# time reversal: no first-order term, and real symmetric M
first_order = np.abs(V_off[:, 0, 0]).max()
M_off = state_sum(V_off)
imaginary = np.abs(M_off.imag).max() / np.abs(M_off).max()
triplet_first_order = np.abs(V_off[3:, 1:4, 1:4]).max()
assert first_order < 1e-8 and imaginary < 1e-8
assert triplet_first_order > 1e-2               # a degenerate level does have one


# ---------- complete electron-nuclear problem ----------
def spin_matrices(s):
    m = np.arange(s, -s - 1, -1)
    up = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.array([(up + up.T) / 2, (up - up.T) / 2j, np.diag(m)])


I_H = np.array([np.kron(a, np.eye(3)) for a in spin_matrices(0.5)])
I_D = np.array([np.kron(np.eye(2), a) for a in spin_matrices(1)])
n_spin = 6


def operators(B, x):
    return np.array([b * np.eye(n_spin) for b in B] + list(x * I_H) + list(x * I_D))


def exact_effective(X, bare):
    """Canonical effective Hamiltonian (minus E0) from the lowest six levels."""
    XX = np.einsum('iab,jbc->ijac', X, X)
    H = np.tensordot(V_off, X, (0, 0)) + 0.5 * np.tensordot(Q_off, XX, ([0, 1], [0, 1]))
    H = H.transpose(0, 2, 1, 3).reshape(n_el * n_spin, n_el * n_spin)
    H = H + np.kron(np.diag(excitation), np.eye(n_spin)) + np.kron(np.eye(n_el), bare)
    factors = lu_factor(H + 0.01 * np.eye(len(H)))
    Y = np.eye(len(H), n_spin, dtype=complex)
    for _ in range(14):                         # inverse subspace iteration
        Y = np.linalg.qr(lu_solve(factors, Y))[0]
    left, _, right = np.linalg.svd(Y[:n_spin])
    T = left @ right
    return T @ (Y.conj().T @ H @ Y) @ T.conj().T


direction = np.array([0.6, 0.3, 0.7])
direction /= np.linalg.norm(direction)

# order of the remainder, bare nuclear terms switched off
remainders = []
for scale in (1e-3, 5e-4):
    X = operators(scale * direction, scale)
    predicted = 0.5 * np.einsum('ij,iab,jbc->ac', hess_off, X, X)
    exact = exact_effective(X, np.zeros((n_spin, n_spin)))
    remainders.append(np.linalg.norm(exact - predicted))
remainder_ratio = remainders[0] / remainders[1]
assert 7 < remainder_ratio < 9                  # third order: factor 8

# tensors read from the exact effective Hamiltonian, bare terms included
B_test, x_test = 2e-3 * direction, 2e-6
dipole = np.diag([1.0, 1.0, -2.0]) / (alpha**2 * R**3)
bare = -x_test / alpha**2 * np.einsum('a,aij->ij', B_test, I_H + I_D)
bare = bare + x_test**2 * np.einsum('ab,aij,bjk->ik', dipole, I_H, I_D)
H_eff = exact_effective(operators(B_test, x_test), bare)
shield_errors = []
for k, spin in enumerate((I_H, I_D)):
    coef = np.array([np.trace(H_eff @ s).real / np.trace(s @ s).real for s in spin])
    from_spins = B_test + alpha**2 * coef / x_test
    from_energy = alpha**2 * hess_off[3 + 3 * k:6 + 3 * k, :3] @ B_test
    shield_errors.append(np.linalg.norm(from_spins - from_energy)
                         / np.linalg.norm(from_energy))
coupling = np.zeros((3, 3))
for a in range(3):
    for b in range(3):
        s = I_H[a] @ I_D[b]
        coupling[a, b] = np.trace(H_eff @ s).real / np.trace(s @ s).real / x_test**2
coupling -= dipole
block = hess_off[3:6, 6:9]
coupling_error = np.abs(coupling - block).max() / np.abs(block).max()
assert max(shield_errors) < 5e-3 and coupling_error < 5e-3

# ---------- worked example: gauge origin at the bond centre ----------
ppm = 1e6 * alpha**2
sigma = ppm * hess_mid[3:6, :3]
sigma_dia = ppm * np.trace(Q_mid[3:6, :3, 0, 0]) / 3
sigma_para = -2 * ppm * np.trace(state_sum(V_mid).real[3:6, :3]) / 3
sigma_iso = np.trace(sigma) / 3
sigma_off = ppm * hess_off[3:6, :3]
k_HD = hess_mid[3:6, 6:9]
to_hz = gamma_H * gamma_D * alpha**4 * hartree_hz
J = to_hz * k_HD
J_dia = to_hz * np.trace(Q_mid[3:6, 6:9, 0, 0]) / 3
J_orb = -2 * to_hz * np.trace(state_sum(V_orb).real[3:6, 6:9]) / 3
J_spin = -2 * to_hz * np.trace(state_sum(V_spin).real[3:6, 6:9]) / 3
J_iso = np.trace(J) / 3
assert abs(J_dia + J_orb + J_spin - J_iso) < 1e-3 * abs(J_iso)
assert abs(sigma_dia + sigma_para - sigma_iso) < 1e-3 * abs(sigma_iso)
B0_tesla = 10.0
B0 = B0_tesla / pc['atomic unit of mag. flux density'][0]
bare_hz = gamma_H * B0 * hartree_hz

print(f"bond length                          {R:.3f} bohr")
print(f"orbitals, electronic states          {n_orb}, {n_el}")
print(f"ground-state energy                  {levels[0]:.6f} hartree")
print(f"lowest excitation (triplet)          {excitation[1]:.5f} hartree")
print(f"gamma of proton                      {gamma_H:.6e} a.u.")
print(f"gamma of deuteron                    {gamma_D:.6e} a.u.")
print("-- gauge origin at bond centre --")
print(f"d2E/dx_H dB, xx and zz               {hess_mid[3,0]:.5f}, {hess_mid[5,2]:.5f} a.u.")
print(f"sigma_H perpendicular (xx)           {sigma[0,0]:.3f} ppm")
print(f"sigma_H parallel (zz)                {sigma[2,2]:.3f} ppm")
print(f"sigma_H isotropic                    {sigma_iso:.3f} ppm")
print(f"  diamagnetic part                   {sigma_dia:.3f} ppm")
print(f"  paramagnetic part                  {sigma_para:.3f} ppm")
print(f"d2E/dx_H dx_D, xx and zz             {k_HD[0,0]:.5f}, {k_HD[2,2]:.5f} a.u.")
print(f"K_HD isotropic                       {alpha**4*np.trace(k_HD)/3:.5e} a.u.")
print(f"J_HD perpendicular (xx)              {J[0,0]:.3f} Hz")
print(f"J_HD parallel (zz)                   {J[2,2]:.3f} Hz")
print(f"J_HD isotropic                       {J_iso:.3f} Hz")
print(f"  diamagnetic part                   {J_dia:.3f} Hz")
print(f"  orbital paramagnetic part          {J_orb:.3f} Hz")
print(f"  electron-spin part                 {J_spin:.3f} Hz")
print(f"field of the example                 {B0_tesla:.1f} T")
print(f"bare proton frequency                {bare_hz/1e6:.4f} MHz")
print(f"lowering by shielding                {bare_hz*sigma_iso*1e-6:.1f} Hz")
print("-- gauge origin off centre --")
print(f"origin x, y, z                       {off_origin[0]}, {off_origin[1]}, {off_origin[2]} bohr")
print(f"sigma_H isotropic                    {np.trace(sigma_off)/3:.3f} ppm")
print(f"sigma_H xz and zx                    {sigma_off[0,2]:.3f}, {sigma_off[2,0]:.3f} ppm")
print("-- tests (relative errors unless stated) --")
print(f"nuclear field operator               {field_error:.1e}")
print(f"state sum vs derivative, shielding   {max(errors_mid[0], errors_off[0]):.1e}")
print(f"state sum vs derivative, coupling    {max(errors_mid[1], errors_off[1]):.1e}")
print(f"largest <0|V|0>, ground state        {first_order:.1e} a.u.")
print(f"largest <V>, lowest triplet          {triplet_first_order:.3f} a.u.")
print(f"imaginary part of M                  {imaginary:.1e}")
print(f"exact H_eff vs derivative, sigma_H   {shield_errors[0]:.1e}")
print(f"exact H_eff vs derivative, sigma_D   {shield_errors[1]:.1e}")
print(f"exact H_eff vs derivative, K_HD      {coupling_error:.1e}")
print(f"remainder at scale 1e-3              {remainders[0]:.3e} hartree")
print(f"remainder at scale 5e-4              {remainders[1]:.3e} hartree")
print(f"remainder ratio on halving           {remainder_ratio:.3f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
bond length                          1.400 bohr
orbitals, electronic states          10, 190
ground-state energy                  -1.163399 hartree
lowest excitation (triplet)          0.39241 hartree
gamma of proton                      1.521032e-03 a.u.
gamma of deuteron                    2.334877e-04 a.u.
-- gauge origin at bond centre --
d2E/dx_H dB, xx and zz               0.48421, 0.51996 a.u.
sigma_H perpendicular (xx)           25.785 ppm
sigma_H parallel (zz)                27.689 ppm
sigma_H isotropic                    26.419 ppm
  diamagnetic part                   26.059 ppm
  paramagnetic part                  0.360 ppm
d2E/dx_H dx_D, xx and zz             8.37639, 4.44238 a.u.
K_HD isotropic                       2.00344e-08 a.u.
J_HD perpendicular (xx)              55.504 Hz
J_HD parallel (zz)                   29.436 Hz
J_HD isotropic                       46.815 Hz
  diamagnetic part                   -0.162 Hz
  orbital paramagnetic part          0.562 Hz
  electron-spin part                 46.415 Hz
field of the example                 10.0 T
bare proton frequency                425.7748 MHz
lowering by shielding                11248.7 Hz
-- gauge origin off centre --
origin x, y, z                       0.6, -0.4, 0.3 bohr
sigma_H isotropic                    25.871 ppm
sigma_H xz and zx                    1.645, -0.000 ppm
-- tests (relative errors unless stated) --
nuclear field operator               9.2e-06
state sum vs derivative, shielding   6.2e-07
state sum vs derivative, coupling    4.0e-07
largest <0|V|0>, ground state        3.1e-16 a.u.
largest <V>, lowest triplet          1.358 a.u.
imaginary part of M                  9.8e-16
exact H_eff vs derivative, sigma_H   4.2e-05
exact H_eff vs derivative, sigma_D   4.2e-05
exact H_eff vs derivative, K_HD      4.2e-05
remainder at scale 1e-3              3.386e-07 hartree
remainder at scale 5e-4              4.214e-08 hartree
remainder ratio on halving           8.035
ALL CHECKS PASSED
```
